\section*{Coulomb Sturmian matrix elements and convergence for the hydrogen atom, part 2}

The question is why Coulomb Sturmians make $1/r$ and the kinetic energy plus a constant diagonal and the overlap tridiagonal, while hydrogen orbitals, also Laguerre functions, have a diagonal overlap. Hartree atomic units are used, with a fixed point nucleus, no relativity and $T=-\tfrac12\nabla^2$. A program checks the results numerically.

Functions $u(r)Y_{lm}/r$ on one centre reduce $T$ to $T_l=-\tfrac12d^2/dr^2+l(l+1)/2r^2$ at fixed $l$. The radial Sturmians $u_n$, $n\ge l+1$, share one exponent $k>0$ and solve $(T_l+\tfrac12k^2)u_n=(nk/r)u_n$. Thus $u_n$ is the orbital $nl$ for charge $nk$; for charge $Z$ the exact levels are $E_n=-Z^2/2n^2$. With $x=2kr$, $a=2l+1$ and $h_p=(n+l)!/(n-l-1)!$,
\begin{equation}
u_n(r)=N_n\,x^{l+1}e^{-x/2}L_p^{a}(x),\qquad p=n-l-1,
\label{un}
\end{equation}
\begin{equation}
N_n^2=\frac{k}{n\,h_p}=\frac{k\,(n-l-1)!}{n\,(n+l)!}.
\label{norm}
\end{equation}
The associated Laguerre polynomials $L_p^a$ have the generating function
\begin{equation}
G(x,t)=\frac{e^{-xt/(1-t)}}{(1-t)^{a+1}}=\sum_{p=0}^\infty t^pL_p^a(x),\qquad|t|<1 .
\label{gen}
\end{equation}

Write $\langle n'|O|n\rangle=\int_0^\infty u_{n'}Ou_n\,dr$. Multiply the radial equation for $u_n$ by $u_{n'}$ and that for $u_{n'}$ by $u_n$, integrate and subtract. The kinetic terms cancel because $T_l$ is symmetric, and the constants cancel because $k$ is shared, leaving $0=(n-n')k\langle n'|1/r|n\rangle$. The values are
\begin{equation}
\langle n'|1/r|n\rangle=N_{n'}N_n\,h_p\,\delta_{n'n}=\frac{k}{n}\,\delta_{n'n}.
\label{V}
\end{equation}
\begin{equation}
\langle n'|T_l+\tfrac12k^2|n\rangle=k^2\,\delta_{n'n}.
\label{K}
\end{equation}
The overlap matrix $S$ has $S_{nn}=1$, $S_{n,n+1}=S_{n+1,n}=-\tfrac12\sqrt{(n-l)(n+l+1)/n(n+1)}$ and zeros beyond neighbours. The matrix of $T_l$ is $\mathsf T=k^2(\mathbf 1-\tfrac12S)$.

\section{Where the result fails}

\noindent\textit{Q.} Return to my first doubt. At which step do hydrogen orbitals leave the argument?

\noindent\textit{A.} At the subtraction. Let $u_n$ have exponent $k$ and $u_{n'}$ exponent $k'$. The kinetic terms still cancel, the constants do not, and
\begin{equation}
\tfrac12(k^2-k'^2)\,\langle n'|n\rangle=(nk-n'k')\,\langle n'|1/r|n\rangle .
\end{equation}
For $k=k'$ the left side is zero and $1/r$ is diagonal. For orbitals of one atom $nk=n'k'=Z$, the right side is zero, the overlap vanishes and nothing is implied about $1/r$. For $Z=1$, (\ref{un}) and (\ref{norm}) with $k=1$ and $k'=\tfrac12$ give $u_{1s}=2re^{-r}$ and $u_{2s}=r(1-r/2)e^{-r/2}/\sqrt2$. With $\int_0^\infty r^je^{-3r/2}dr=j!(2/3)^{j+1}$,
\begin{align}
\langle1s|2s\rangle&=\sqrt2\Big[2\cdot\frac{8}{27}-\frac12\cdot6\cdot\frac{16}{81}\Big]=0,\\
\langle1s|1/r|2s\rangle&=\sqrt2\Big[\frac49-\frac12\cdot2\cdot\frac8{27}\Big]=\frac{4\sqrt2}{27}=0.209513\ \text{bohr}^{-1},
\end{align}
in agreement with quadrature.

\noindent\textit{Q.} You insisted on the centrifugal term. Does it matter off the diagonal?

\noindent\textit{A.} It does for $l\ge1$. Take $l=1$, where the term is $1/r^2$, and $n=2,3$. By (\ref{K}) the element of $-\tfrac12d^2/dr^2+\tfrac12k^2$ alone equals $-\langle2|1/r^2|3\rangle$. Here $a=3$, $L_0=1$, $L_1=4-x$, and $1/r^2=4k^2/x^2$, so
\begin{equation}
\langle2|1/r^2|3\rangle=2kN_2N_3\int_0^\infty x^2e^{-x}(4-x)\,dx=2kN_2N_3(8-6)=4kN_2N_3 .
\end{equation}
For $k=0.6$ bohr$^{-1}$, $N_2=0.223607$ and $N_3=0.091287$ bohr$^{-1/2}$, and the element without the centrifugal term is $-2.4\times0.223607\times0.091287=-0.048990$ hartree instead of zero. The weight $x^2e^{-x}$ is not the one under which these polynomials are orthogonal. All functions were also assumed to sit on one centre, since the radial reduction uses a single $r$.

\section{The hydrogen atom in this basis}

\noindent\textit{Q.} What becomes of the eigenvalue problem for $H=T-Z/r$?

\noindent\textit{A.} Expanding a radial function in $M$ Sturmians and making the energy stationary gives $\mathsf Hc=ESc$. Add $\tfrac12k^2Sc$ to both sides. The left side then contains only (\ref{K}) and (\ref{V}):
\begin{equation}
(D-\varepsilon S)\,c=0,\qquad D_{nn}=d_n=k^2-\frac{Zk}{n},\qquad\varepsilon=E+\frac{k^2}{2},
\label{sec}
\end{equation}
with $D$ diagonal. Let $\Delta_n$ be the determinant of $D-\varepsilon S$ over the functions up to $n$. Expanding along the last row gives the diagonal entry times $\Delta_{n-1}$, minus the product of the two off-diagonal entries $-\varepsilon S_{n-1,n}$ times $\Delta_{n-2}$:
\begin{equation}
\Delta_n=(d_n-\varepsilon)\Delta_{n-1}-\varepsilon^2S_{n-1,n}^2\Delta_{n-2},\qquad\Delta_l=1,\quad\Delta_{l-1}=0 .
\label{det}
\end{equation}
If $k=Z/n_0$ and $n_0$ is in the basis, then $d_{n_0}=0$, the unit vector on $n_0$ solves (\ref{sec}) with $\varepsilon=0$, and $E=-Z^2/2n_0^2$ is exact. For $Z=1$, $k=0.5$ bohr$^{-1}$, $l=0$, $M=3$ the roots are $-0.489357$, $-0.125000$ and $-0.010643$ hartree: the $2s$ level is exact and $1s$ is not.

\noindent\textit{Q.} Give me a case where no level is exact, with the numbers.

\noindent\textit{A.} Take hydrogen, $Z=1$, without relativity and with infinite nuclear mass, and $k=0.6$ bohr$^{-1}$, so $k^2=0.36$ hartree. The exact levels of this model are $E_1=-0.5$ hartree $=-13.6057$ eV and $E_2=-0.125$ hartree $=-3.4014$ eV. These digits belong to the model; the finite proton mass alone changes the real levels by roughly one part in 2000. All errors below are measured from these model levels.

For $l=0$, (\ref{norm}) gives $N_n=\sqrt k/n=0.774597,\ 0.387298,\ 0.258199$ bohr$^{-1/2}$. The neighbours have $S=-0.5$, the diagonal of $1/r$ is $0.6,\ 0.3,\ 0.2$ bohr$^{-1}$, $\mathsf T_{nn}=0.18$ and $\mathsf T_{12}=\mathsf T_{23}=-0.18\times(-0.5)=0.09$ hartree. The elements $d_n=0.36-0.6/n$ are $-0.24,\ 0.06,\ 0.16$ hartree. For $l=1$ and $n=2,3,4$,
\begin{align}
S_{23}&=-\tfrac12\sqrt{\tfrac{1\cdot4}{2\cdot3}}=-0.408248,& \mathsf T_{23}&=0.18\times0.408248=0.073485\ \text{hartree},\\
S_{34}&=-\tfrac12\sqrt{\tfrac{2\cdot5}{3\cdot4}}=-0.456435,& \mathsf T_{34}&=0.18\times0.456435=0.082158\ \text{hartree},
\end{align}
the diagonal of $1/r$ is $0.3,\ 0.2,\ 0.15$ bohr$^{-1}$, and $d_n=0.06,\ 0.16,\ 0.21$ hartree. In both blocks the diagonal of $T_l+k^2/2$ is $0.36$ hartree. Numerical quadrature of all these $3\times3$ matrices differs from the formulas by at most $4\times10^{-16}$, the level of rounding.

With one function $\varepsilon=d$, so $E_{1s}=-0.24-0.18=-0.42$ hartree and $E_{2p}=0.06-0.18=-0.12$ hartree. With two $s$ functions (\ref{det}) gives $(d_1-\varepsilon)(d_2-\varepsilon)-\tfrac14\varepsilon^2=0$, that is $\tfrac34\varepsilon^2-(d_1+d_2)\varepsilon+d_1d_2=0$, or
\begin{equation}
0.75\,\varepsilon^2+0.18\,\varepsilon-0.0144=0 .
\end{equation}
The discriminant is $0.18^2+4\times0.75\times0.0144=0.0756$ hartree$^2$, with root $0.274955$ hartree. Then $\varepsilon=(-0.18\mp0.274955)/1.5=-0.303303$ and $0.063303$ hartree, and subtracting $0.18$ gives $E=-0.483303$ and $-0.116697$ hartree. Larger bases give, in hartree,
\begin{center}
\begin{tabular}{rcccc}
$M$ & $1s$ & $1s$ error & $2s$ & $2p$\\
1 & $-0.42000000$ & $8.00\times10^{-2}$ & & $-0.12000000$\\
2 & $-0.48330303$ & $1.67\times10^{-2}$ & $-0.11669697$ & $-0.12483749$\\
3 & $-0.49765736$ & $2.34\times10^{-3}$ & $-0.12471046$ & $-0.12499597$\\
4 & $-0.49974525$ & $2.55\times10^{-4}$ & $-0.12499204$ & $-0.12499992$\\
5 & $-0.49997573$ & $2.43\times10^{-5}$ & $-0.12499983$ & $-0.12500000$\\
6 & $-0.49999786$ & $2.14\times10^{-6}$ & $-0.12500000$ & $-0.12500000$\\
10 & $-0.50000000$ & $8.66\times10^{-11}$ & $-0.12500000$ & $-0.12500000$
\end{tabular}
\end{center}
The $1s$ energy is $-13.1513$ eV for $M=2$, $-13.5419$ eV for $M=3$ and $-13.6057$ eV for $M=10$.

\noindent\textit{Q.} Every entry lies at or above the exact level. For $M=3$ there is a third $s$ root; where is it?

\noindent\textit{A.} At $+0.082368$ hartree, although the exact third level, $-Z^2/18$, is negative. This agrees with the general bound. The $j$ lowest eigenvectors of (\ref{sec}) span a $j$-dimensional space, in which the $j-1$ conditions of orthogonality to the $j-1$ lowest exact states leave a nonzero function. Its energy expectation is at most the $j$-th root, since it is built from roots up to the $j$-th, and at least the exact $E_j$, since the lower exact states are absent. So the $j$-th root of a block is an upper bound to the $j$-th exact level of that block. The bound says nothing about closeness, and the third root of three functions is a valid bound and a poor approximation.

\section{The exact ground state and the rate of convergence}

\noindent\textit{Q.} The table shows convergence and does not explain it. Can a fixed exponent really represent a state that decays with another exponent?

\noindent\textit{A.} For $1s$ the expansion can be written down. The exact function is $2Z^{3/2}re^{-Zr}$. With $r=x/2k$ it is $(Z^{3/2}/k)\,x\,e^{-x/2}e^{-x(Z-k)/2k}$. Choose
\begin{equation}
t=\frac{Z-k}{Z+k},\qquad 1-t=\frac{2k}{Z+k},\qquad\frac{t}{1-t}=\frac{Z-k}{2k},
\end{equation}
with $|t|<1$ for every $k>0$. Then (\ref{gen}) with $a=1$ gives $e^{-x(Z-k)/2k}=(1-t)^2\sum_pt^pL_p^1$, and $xe^{-x/2}L_{n-1}^1=(n/\sqrt k)\,u_n$, so
\begin{equation}
2Z^{3/2}re^{-Zr}=\sum_{n=1}^\infty c_nu_n,\qquad c_n=\Big(\frac Zk\Big)^{3/2}(1-t)^2\,n\,t^{n-1}.
\label{cn}
\end{equation}
Each $u_n$ has unit norm and $\sum|c_n|$ is finite, so the series converges in norm. This shows that $1s$ lies in the closure of the basis; completeness of the set in general is not proved here. In the example $t=0.4/1.6=0.25$, $c_1=(1/0.6)^{3/2}(0.75)^2=1.210307$, and $c_n=c_1nt^{n-1}$ gives $0.605154,\ 0.226933,\ 0.075644,\ 0.023639$ for $n=2$ to 5. The program tests $c_1$ to $c_4$ against the projection $(n/k)\langle n|1/r|1s\rangle$, which follows from (\ref{V}).

These coefficients check the matrices. For $l=0$ row $n$ of the infinite system (\ref{sec}) is
\begin{equation}
(d_n-\varepsilon)c_n+\tfrac12\varepsilon\,(c_{n-1}+c_{n+1})=0,\qquad c_0=0,
\label{row}
\end{equation}
with exact $\varepsilon=(k^2-Z^2)/2$, here $-0.32$ hartree. Insert (\ref{cn}) and divide by $c_1t^{n-1}$. The first term is $n(k^2+Z^2)/2-Zk$. The second is $\tfrac14(k^2-Z^2)[n(t+1/t)+(t-1/t)]$. From the definition of $t$,
\begin{equation}
t+\frac1t=\frac{2(Z^2+k^2)}{Z^2-k^2},\qquad t-\frac1t=-\frac{4Zk}{Z^2-k^2},
\end{equation}
so the second term is $-n(Z^2+k^2)/2+Zk$, and the row vanishes for every $n$.

\noindent\textit{Q.} That gives coefficients. What about the error in the energy?

\noindent\textit{A.} There is an exact expression. Let $b$ be the lowest eigenvector for $M$ functions, with root $\varepsilon_M$, and let $c$ now denote the first $M$ exact coefficients. In the $M\times M$ system $(D-\varepsilon S)c$ vanishes in rows $1$ to $M-1$ by (\ref{row}); row $M$ lacks the term $\tfrac12\varepsilon c_{M+1}$ and equals $-\tfrac12\varepsilon c_{M+1}$. Multiply by $b^{\mathrm T}$ and use $b^{\mathrm T}D=\varepsilon_Mb^{\mathrm T}S$:
\begin{equation}
(\varepsilon_M-\varepsilon)\;b^{\mathrm T}Sc=-\tfrac12\varepsilon\,b_M\,c_{M+1}.
\label{err}
\end{equation}
For $M=3$, $b=(1.197744,\ 0.585622,\ 0.194729)$ and $b^{\mathrm T}Sc=1.006050$, so the error is $0.16\times0.194729\times0.075644/1.006050=2.3426\times10^{-3}$ hartree, the entry in the table.

The rate follows from a leading-order argument at large $M$, which is asymptotic and not a proof. There $d_n\to k^2$ and (\ref{row}) has solutions $\lambda^n$ with $\lambda+1/\lambda=-2(k^2-\varepsilon)/\varepsilon=2(Z^2+k^2)/(Z^2-k^2)$, so $\lambda=t$ or $1/t$. The vector $b$ obeys the same rows with $\varepsilon_M\approx\varepsilon$ and the end condition $b_{M+1}=0$, which is met by subtracting a multiple of the growing solution: $b_n\approx c_n-c_{M+1}t^{M+1-n}$ near the end. Then $b_M\approx c_M-tc_{M+1}\approx(1-t^2)c_M$ and $b^{\mathrm T}Sc\to1$, so (\ref{err}) is proportional to $c_Mc_{M+1}\propto M(M+1)t^{2M-1}$. It is positive for either sign of $Z-k$, because $\varepsilon$ and $t$ have opposite signs. The ratio of successive errors is
\begin{equation}
\frac{\varepsilon_{M+1}-\varepsilon}{\varepsilon_M-\varepsilon}\approx t^2\,\frac{M+2}{M}.
\end{equation}
Roots of (\ref{det}) in high precision give $0.088190$ against $0.087500$ at $M=5$, and $0.065631$ against $0.065625$ at $M=40$; the program asserts agreement within one per cent at $M=40$, where the bare $t^2=0.0625$ would miss by five per cent of its own value.

\noindent\textit{Q.} Why do $2s$ and $2p$ converge faster in your table, and when is convergence slow?

\noindent\textit{A.} For a level $E=-\kappa^2/2$ one has $\varepsilon=(k^2-\kappa^2)/2$, and $S_{n,n+1}\to-\tfrac12$ for any $l$, so the same large-$n$ rows give $\lambda+1/\lambda=2(\kappa^2+k^2)/(\kappa^2-k^2)$, and the decaying solution has the ratio of successive coefficients $\lambda=(\kappa-k)/(\kappa+k)$, the analogue of $t$, whose square is the geometric factor in the energy error. For $\kappa=0.5$ bohr$^{-1}$ it is $-0.1/1.1=-1/11$, smaller in size than $\tfrac14$, which agrees with the order seen in the table. It does not give the rate there: the $2s$ error falls by $0.035$ from $M=2$ to 3 and by $0.021$ from $M=4$ to 5, against $\lambda^2=0.0083$. The difference is a power of $M$. Put $c_n\sim n^\alpha\lambda^n$ into the rows. Since $S_{n,n+1}$ differs from $-\tfrac12$ only at order $1/n^2$, the terms of order $1/n$ give $\tfrac12\varepsilon\alpha(\lambda-1/\lambda)=Zk$, and $\lambda-1/\lambda=2\kappa k/\varepsilon$, so $\alpha=Z/\kappa$, the principal quantum number of the level. The energy error then goes asymptotically as $M^{2Z/\kappa}\lambda^{2M}$: $M^2$ for $1s$, as found above, and $M^4$ for $2s$ and $2p$. The program does not test this rate. Because of this power a smaller $|\lambda|$ need not mean a smaller error at practical $M$: for $k=0.7$ bohr$^{-1}$, $|\lambda|$ is $0.167$ for $2s$ and $0.176$ for $1s$, yet at $M=6$ the errors are $1.1\times10^{-6}$ and $3.6\times10^{-8}$ hartree. Within this argument convergence is slow when the ratio approaches $\pm1$, that is for $k\ll\kappa$ or $k\gg\kappa$. High Rydberg levels have $\kappa=Z/n$ small and are the second case unless $k$ is lowered to match them; at $k=\kappa$ the ratio is zero and one function is exact. The match must be closer the higher the level, because the power $M^{2n}$ grows with $n$: for $s$ levels with $k=1.2\kappa$, so $|\lambda|=1/11$ in every case, and $M=n+5$ functions, the relative error is about $3\times10^{-11}$ for $n=1$, $1\times10^{-5}$ for $n=10$ and $2\times10^{-3}$ for $n=20$.

\section*{Table of computed values}
\begin{verbatim}
inputs: Z = 1, k = 0.6 1/bohr, k^2 = 0.36 hartree, 1 hartree = 27.211386 eV
l=0 finite-difference beta/k (dimensionless): [1. 2. 3. 4.]
l=1 finite-difference beta/k (dimensionless): [2. 3. 4. 5.]
l=0, n=1..3: N (bohr^-1/2):  0.774597  0.387298  0.258199
l=0 S12, S23, |S13| quadrature: -0.500000 -0.500000  0.000000
l=0 S12, S23 formula: -0.500000 -0.500000
l=0 diagonal 1/r (1/bohr):  0.600000  0.300000  0.200000
l=0 T11, T12, T23, |T13| (hartree):  0.180000  0.090000  0.090000  0.000000
l=0 diagonal T+k^2/2 (hartree):  0.360000  0.360000  0.360000
l=0 d_n (hartree): -0.240000  0.060000  0.160000
l=0 max |formula - quadrature|: 4e-16
l=1, n=2..4: N (bohr^-1/2):  0.223607  0.091287  0.050000
l=1 S12, S23, |S13| quadrature: -0.408248 -0.456435  0.000000
l=1 S12, S23 formula: -0.408248 -0.456435
l=1 diagonal 1/r (1/bohr):  0.300000  0.200000  0.150000
l=1 T11, T12, T23, |T13| (hartree):  0.180000  0.073485  0.082158  0.000000
l=1 diagonal T+k^2/2 (hartree):  0.360000  0.360000  0.360000
l=1 d_n (hartree):  0.060000  0.160000  0.210000
l=1 max |formula - quadrature|: 4e-16
l=0, M=3 eigenvalues of S:  0.292893  1.000000  1.707107
hydrogen 1s,2s: |overlap| = 0.000000, <1s|1/r|2s> = 0.209513 1/bohr
l=1, n=2,3 element without centrifugal term: -0.048990 hartree
M=2 quadratic A, B (hartree), C (hartree^2): 0.7500 0.1800 -0.0144
M=2 discriminant 0.0756 hartree^2, its root 0.274955 hartree
M=2 eps (hartree): -0.303303  0.063303  E (hartree): -0.483303 -0.116697
exact E1 = -0.500000 hartree = -13.6057 eV, E2 = -0.125000 hartree = -3.4014 eV
M=1: 1s -0.42000000 (error 8.00e-02), 2s none, 2p -0.12000000 hartree
M=2: 1s -0.48330303 (error 1.67e-02), 2s -0.11669697, 2p -0.12483749 hartree
M=3: 1s -0.49765736 (error 2.34e-03), 2s -0.12471046, 2p -0.12499597 hartree
M=4: 1s -0.49974525 (error 2.55e-04), 2s -0.12499204, 2p -0.12499992 hartree
M=5: 1s -0.49997573 (error 2.43e-05), 2s -0.12499983, 2p -0.12500000 hartree
M=6: 1s -0.49999786 (error 2.14e-06), 2s -0.12500000, 2p -0.12500000 hartree
M=8: 1s -0.49999999 (error 1.44e-08), 2s -0.12500000, 2p -0.12500000 hartree
M=10: 1s -0.50000000 (error 8.66e-11), 2s -0.12500000, 2p -0.12500000 hartree
M=3, l=0 all E (hartree): -0.497657 -0.124710  0.082368
1s in eV: M=2 -13.1513, M=3 -13.5419, M=10 -13.6057
k=0.5 1/bohr, M=3, l=0 E (hartree): -0.489357 -0.125000 -0.010643
t = 0.2500, t^2 = 0.0625, exact 1s eps = -0.3200 hartree
exact 1s c_1..c_5:  1.210307  0.605154  0.226933  0.075644  0.023639
M=3 eigenvector b:  1.197744  0.585622  0.194729  bSc = 1.006050
M=3 1s error from identity: 2.342643e-03 hartree
1s error ratio M=6 to M=5: 0.088190, t^2 (M+2)/M = 0.087500
1s error ratio M=41 to M=40: 0.065631, t^2 (M+2)/M = 0.065625
\end{verbatim}
